# First-order nuclear size shifts from point-nucleus Dirac functions

**Q:** A nucleus is about a hundred times smaller than the 1s orbital of a heavy ion, whose radius is of order $1/Z$ bohr. I therefore take its size as a small perturbation. I average the change of potential over the point-nucleus Dirac function, and that is the nuclear size shift. For a uniformly charged sphere with $Z=80$ and $R=7.0$ fm I get 2.54 hartree. What could be wrong with that?

**A:** Your average is right, but it is not the shift. Solving the radial Dirac equation with the same sphere gives 1.99 hartree. Relative to that value, yours is 28 percent too high.

We should agree on the problem first. The ion has one electron and a static, infinitely heavy nucleus. QED, recoil and nuclear polarization are left out. I use Hartree units, measure energies without the rest energy, and write $\zeta=Z/c$. The large and small radial functions of the 1s state obey

$$G'=\frac{G}{r}+\Big[2c+\frac{E-V}{c}\Big]F,\qquad F'=-\frac{F}{r}-\frac{E-V}{c}\,G, \tag{1}$$

with $\int_0^\infty(G^2+F^2)\,dr=1$. The point potential is $V_0=-Z/r$. The finite nucleus has $V=V_0$ for $r\ge R$, and for the sphere $V=-\frac{Z}{2R}(3-r^2/R^2)$ inside.

**Q:** And the function I average over is $G_0=Nr^\gamma e^{-Zr}$, $F_0=pG_0$.

**A:** Yes. Insert it into (1) with $V_0$ and compare powers of $r$. In the second equation the $1/r$ terms give $p\gamma=-p-\zeta$ and the constants give $-pZ=-E_0/c$, so

$$p=-\frac{\zeta}{1+\gamma},\qquad E_0=cpZ=-\frac{Z^2}{1+\gamma}.$$

In the first equation the $1/r$ terms give $\gamma=1+\zeta p=1-\zeta^2/(1+\gamma)$. Multiplying by $1+\gamma$ gives $\gamma^2=1-\zeta^2$, hence $\gamma=\sqrt{1-\zeta^2}$. The constants require $-Z=(2c+E_0/c)p$. This holds, because $2c+E_0/c=c[2-\zeta^2/(1+\gamma)]=c(1+\gamma)$. Normalization gives

$$N^2=\frac{(2Z)^{2\gamma+1}}{(1+p^2)\,\Gamma(2\gamma+1)}.$$

The density per volume is $(G_0^2+F_0^2)/(4\pi r^2)\propto r^{2\gamma-2}$ near the origin. Since $\gamma<1$, it diverges there. Your integral

$$E_1=\int_0^R (V-V_0)(G_0^2+F_0^2)\,dr$$

is still finite.

**Q:** If it is finite and the nucleus is tiny, where does a 28 percent error come from? The orbital as a whole can hardly have changed.

**A:** It has hardly changed as a whole, but the energy shift samples it inside the nucleus. An identity shows this. Let $G,F,E$ belong to $V$, and define $W=G_0F-F_0G$. From (1), the four terms of $W'$ are

$$\begin{aligned}
G_0'F&=\tfrac{G_0F}{r}+\big[2c+\tfrac{E_0-V_0}{c}\big]F_0F,\\
G_0F'&=-\tfrac{G_0F}{r}-\tfrac{E-V}{c}\,G_0G,\\
-F_0'G&=\tfrac{F_0G}{r}+\tfrac{E_0-V_0}{c}\,G_0G,\\
-F_0G'&=-\tfrac{F_0G}{r}-\big[2c+\tfrac{E-V}{c}\big]F_0F.
\end{aligned}$$

The $1/r$ terms and the $2c$ terms cancel in the sum. With $\Delta E=E-E_0$,

$$cW'=\big[(V-V_0)-\Delta E\big](GG_0+FF_0). \tag{2}$$

$W$ vanishes at the origin, where all products go to zero, and at infinity, where the functions decay. Integrating (2) over all $r$ gives

$$\Delta E=\frac{\int_0^R(V-V_0)(GG_0+FF_0)\,dr}{\int_0^\infty(GG_0+FF_0)\,dr}. \tag{3}$$

No approximation has been made. First-order theory replaces $G,F$ by $G_0,F_0$ in (3). For your ion the denominator differs from 1 by about $5\times10^{-7}$, so that replacement is harmless there. The numerator is 1.986 hartree with the true function and 2.538 hartree with yours. The whole discrepancy arises inside the nucleus.

**Q:** How different are the two functions in there?

**A:** The finite nucleus has a bounded potential, so its regular solution starts as $G\propto r$ and its density is finite at the centre. The point function starts as $r^\gamma$, and $G_0/G\propto r^{\gamma-1}$ grows without limit towards the centre.

The probability of finding the electron within $R$ is $1.043\times10^{-5}$ for the point function and $0.858\times10^{-5}$ for the true one, a ratio of 1.22. The energy weights the centre more strongly, because $V-V_0$ contains $Z/r$. Averaged over the true density, $V-V_0$ gives 1.649 hartree, and $2.538/1.649=1.54$. The shift lies between the two averages, as (3) suggests, since it contains a product of one function of each kind.

**Q:** Then this is a matter of 7 fm not being small enough. With a smaller nucleus, first order must become right.

**A:** That is true in nonrelativistic theory, but not here. Compare the sizes of the terms near the nucleus. In (1), $F/G$ is of order $\zeta$ (for the point function it equals $p$), so at $r\sim R$ the term $2cF$ compared with $G/r$ is of order $cR\zeta=ZR$, and $E/c$ compared with $V/c$ is also of order $ZR$. Here $ZR=0.011$. To leading order in $ZR$ both can be dropped. Write $r=Rx$ and $V=-(Z/R)\,u(x)$, where $u$ describes the shape of the charge and $u=1/x$ outside. Then

$$\frac{dG}{dx}=\frac{G}{x}+\zeta u F,\qquad \frac{dF}{dx}=-\frac{F}{x}-\zeta uG. \tag{4}$$

The radius has disappeared. A smaller nucleus has a proportionally deeper potential, and the change of the function inside is governed by $\zeta$. In the Schrödinger equation the kinetic term scales as $1/R^2$ and the potential as $Z/R$, so the potential relative to the kinetic term is of order $ZR$, which does go to zero.

**Q:** That tells me the function is distorted. Can you show that the error of the energy survives the limit?

**A:** Yes, by matching at $r=R$. The regular inner solution of (4) fixes the number $q=F/G$ at $x=1$, which depends on $\zeta$ and the shape alone.

Outside, try $G=x^s$, $F=\eta x^s$ in (4) with $u=1/x$. This gives $s=1+\zeta\eta$ and $s\eta=-\eta-\zeta$. The second relation gives $\eta=-\zeta/(1+s)$, and the first then gives $s^2=1-\zeta^2$, so $s=\pm\gamma$. For $s=\gamma$ we find $\eta=p$. For $s=-\gamma$ we find $\eta=-\zeta/(1-\gamma)=-(1+\gamma)/\zeta=1/p$, using $\zeta^2=(1-\gamma)(1+\gamma)$. The outer solution is therefore

$$G=A(x^\gamma+b\,x^{-\gamma}),\qquad F=A\Big(p\,x^\gamma+\frac{b}{p}\,x^{-\gamma}\Big).$$

Setting $F=qG$ at $x=1$ gives $p+b/p=q(1+b)$, hence

$$b=\frac{p(q-p)}{1-pq},\qquad 1+b=\frac{1-p^2}{1-pq}.$$

For $R\ll r\ll1/Z$ the $x^{-\gamma}$ part has died out, and the function must join the normalized point function. Thus $A=NR^\gamma$ to leading order.

Now integrate (2) from $R$ to infinity, where $V=V_0$. The result is $cW(R)=\Delta E\int_R^\infty(GG_0+FF_0)\,dr$, and the integral tends to 1. Since $F=qG$ and $F_0=pG_0$ at $R$, $W(R)=(q-p)\,G_0(R)\,G(R)$. With $G_0(R)\to NR^\gamma$ and $G(R)\to NR^\gamma(1+b)$,

$$\Delta E\to cN^2R^{2\gamma}\,\frac{(q-p)(1-p^2)}{1-pq}. \tag{5}$$

For your integral, put $r=Rx$ and $V-V_0=(Z/R)(1/x-u)$, and set $e^{-2Zr}\to1$:

$$E_1\to cN^2R^{2\gamma}\,\zeta(1+p^2)\int_0^1\Big(\frac1x-u\Big)x^{2\gamma}\,dx. \tag{6}$$

Both scale as $R^{2\gamma}$, so $R$ cancels from $E_1/\Delta E$. For the sphere with $Z=80$ this ratio is 1.278 at $R=7.0$ fm, 1.267 at a tenth of that radius and 1.266 at a hundredth. With the speed of light raised a thousandfold, which is practically the nonrelativistic limit, it is 1.0049 at the full radius and 1.0005 at a tenth.

**Q:** Could I check (5) by hand for my sphere?

**A:** Take $\zeta=0.5838$, $\gamma=0.8119$ and $p=-0.3222$. Integrating the full equations through the sphere gives $q=-0.2417$. Then $q-p=0.0805$, $1-p^2=0.8962$ and $1-pq=0.9221$, and the fraction in (5) is $0.0805\times0.8962/0.9221=0.0782$. With $R=1.323\times10^{-4}$ bohr, the prefactor $cN^2R^{2\gamma}$ is 26.1 hartree. The product is 2.04 hartree, which is 2.7 percent above the full 1.986 hartree. Strictly, (5) calls for the $q$ of the reduced equations (4), which is $-0.2424$ and gives 2.02 hartree, 1.7 percent above. Equation (5) omits relative corrections of order $ZR$, and both differences fall about tenfold when the radius is reduced tenfold.

The numbers also show that the central singularity is not the whole story. At the surface, $1+b=0.8962/0.9221=0.972$, so the large component is already about 3 percent below the point function there, in this leading-order estimate.

**Q:** Is there a charge distribution for which the limiting ratio can be written down?

**A:** A charged shell, with $u=1$ inside. With $y=\zeta x$, (4) becomes $dG/dy=G/y+F$ and $dF/dy=-F/y-G$. The regular solution is

$$G=\sin y,\qquad F=\cos y-\frac{\sin y}{y}.$$

Indeed $G/y+F=\cos y=dG/dy$, and both $dF/dy$ and $-F/y-G$ equal $-\sin y-\cos y/y+\sin y/y^2$. At the surface $y=\zeta$, so $q=\cot\zeta-1/\zeta$. The integral in (6) is $\frac1{2\gamma}-\frac1{2\gamma+1}=\frac1{2\gamma(2\gamma+1)}$. Dividing (6) by (5),

$$\frac{E_1}{\Delta E}\to\frac{\zeta(1+p^2)}{2\gamma(2\gamma+1)}\;\frac{1-pq}{(q-p)(1-p^2)}. \tag{7}$$

For small $\zeta$, $\gamma\approx1-\zeta^2/2$, which gives $p\approx-\frac{\zeta}{2}\big(1+\frac{\zeta^2}{4}\big)$. The cotangent series gives $q\approx-\frac{\zeta}{3}-\frac{\zeta^3}{45}$. Then

$$q-p\approx\frac{\zeta}{6}+\Big(\frac18-\frac1{45}\Big)\zeta^3=\frac{\zeta}{6}\Big(1+\frac{37}{60}\zeta^2\Big).$$

Also $1-p^2\approx1-\zeta^2/4$ and $1/(1-pq)\approx1+\zeta^2/6$. The fraction in (5) is therefore

$$\frac{\zeta}{6}\Big[1+\Big(\frac{37}{60}-\frac14+\frac16\Big)\zeta^2\Big]=\frac{\zeta}{6}\Big(1+\frac{8}{15}\zeta^2\Big).$$

In the first-order expression, $1+p^2\approx1+\zeta^2/4$, $2\gamma\approx2(1-\zeta^2/2)$ and $2\gamma+1\approx3(1-\zeta^2/3)$. Their combination is

$$\frac{\zeta}{6}\Big[1+\Big(\frac14+\frac12+\frac13\Big)\zeta^2\Big]=\frac{\zeta}{6}\Big(1+\frac{13}{12}\zeta^2\Big).$$

Since $\frac{13}{12}-\frac{8}{15}=\frac{11}{20}$, the limiting ratio for the shell is

$$\frac{E_1}{\Delta E}\to1+\frac{11}{20}\,\zeta^2+\dots$$

At $Z=80$ the quadratic term gives an excess of 19 percent, while the full expression (7) gives 28 percent, so the higher powers matter there. By (7), the excess reaches 10 percent near $Z=54$ and 20 percent near $Z=71$.

**Q:** So for light ions my recipe is acceptable?

**A:** It depends on the accuracy you need. These are uniform spheres with round model radii; the excess is relative to $\Delta E$.

| $Z$ | $R$ (fm) | $E_1$ (hartree) | $\Delta E$ (hartree) | Excess |
|---|---|---|---|---|
| 20 | 4.5 | 0.000544 | 0.000538 | 1.2 % |
| 40 | 5.5 | 0.01984 | 0.01890 | 5.0 % |
| 60 | 6.5 | 0.2706 | 0.2401 | 12.7 % |
| 80 | 7.0 | 2.538 | 1.986 | 27.8 % |

In electronvolts, the last row reads 69.1 eV against 54.1 eV.

**Q:** For the heavy ones I could add the second-order term. It should carry a higher power of the radius.

**A:** It carries the same power. Switch the change on gradually, $V_\lambda=V_0+\lambda(V-V_0)$. Inside the nucleus this replaces $u$ by $1/x+\lambda(u-1/x)$, which again contains no $R$. Outside nothing changes. The matching argument therefore gives $\Delta E(\lambda)\to cN^2R^{2\gamma}\,\Phi(\lambda,\zeta)$. The first- and second-order terms come from the expansion of $\Phi$ in $\lambda$, and both scale as $R^{2\gamma}$.

For your sphere, finite differences in $\lambda$ reproduce $E_1$ as the slope at $\lambda=0$, to about one part in $10^4$. They give a second-order term $E_2=-0.920$ hartree. The ratio $E_2/E_1$ is $-0.36$ at the full radius and $-0.35$ at a tenth of it. The sum $E_1+E_2$ is 1.62 hartree, now 19 percent below the shift. Higher orders do not rescue the sum for this ion. At strength $\lambda$ a point charge $(1-\lambda)Z$ is left at the centre, so the inner solution starts as $x^{\sqrt{1-(1-\lambda)^2\zeta^2}}$. This exponent has a branch point at $\lambda=1-1/\zeta$, which is $-0.71$ for $Z=80$. The series in $\lambda$ then converges at most for $|\lambda|<0.71$ and cannot reach $\lambda=1$. The branch point lies closer than 1 whenever $\zeta>1/2$, that is, from $Z=69$ upward.

**Q:** Must I give up perturbation theory for differences between isotopes as well?

**A:** No, but you should start from a finite nucleus. The derivation of (3) works for any two of these potentials. Take spheres of radii $R$ and $R+\delta R$, divide the energy difference by $\delta R$, and let $\delta R\to0$. Both functions are regular and become equal throughout the nucleus, so

$$\frac{dE}{dR}=\int_0^R\frac{\partial V}{\partial R}(G^2+F^2)\,dr,\qquad \frac{\partial V}{\partial R}=\frac{3Z}{2R^2}\Big(1-\frac{r^2}{R^2}\Big).$$

The step from a point to a small sphere lacks this property: by (4), the two functions inside stay different however small the sphere is.

For $Z=80$ and $R=7.0$ fm, the finite-nucleus functions give 0.456 hartree/fm, in agreement with differences of computed energies. Point functions in the same integral give 0.586 hartree/fm, which is 29 percent too much. The excess is close to that of the shift itself, as expected: at small $R$ both $E_1$ and $\Delta E$ are proportional to $R^{2\gamma}$, so their derivatives have the same ratio as they do.

The numerical check checks these relations by integrating (1) numerically.

**Q:** Then what I computed is the initial slope in $\lambda$, and I took it for the whole change.

**A:** Yes. For a heavy ion the energy bends appreciably between $\lambda=0$ and $\lambda=1$, and shrinking the nucleus does not straighten it.

## Calculated quantities

```
speed of light c = 137.035999 a.u.; 1 fm = 1.889726e-05 bohr
Uniform sphere, 1s shift in hartree:
 Z=20 R=4.5 fm: E1=0.000544308 dE=0.000537929 excess=1.19 %
 Z=40 R=5.5 fm: E1=0.0198403 dE=0.0188998 excess=4.98 %
 Z=60 R=6.5 fm: E1=0.270551 dE=0.240113 excess=12.68 %
 Z=80 R=7.0 fm: E1=2.53834 dE=1.98635 excess=27.79 %
Z=80: zeta = 0.58379, gamma = 0.81191, p = -0.32220
Z=80: R = 1.32281e-04 bohr, Z R = 0.01058
Z=80: point-nucleus energy = -3532.1921 hartree
Z=80: E1 = 69.072 eV, dE = 54.051 eV
identity: numerator = 1.986348 hartree, |1-overlap| = 5.0e-07
probability inside R: point 1.0426e-05, finite 8.5787e-06, ratio 1.2153
mean of V-V0 in finite-nucleus state = 1.649225 hartree
solver error for the point nucleus = 1.5e-12 hartree
slope at lam=0 = 2.538607 hartree, second order E2 = -0.91980 hartree
E1 + E2 = 1.61854 hartree
E2/E1: -0.3623 at R, -0.3505 at R/10
dE/dR: energy differences 0.455812 hartree/fm
dE/dR: finite functions 0.455814 hartree/fm, point functions 0.586007 hartree/fm
dE/dR: point/finite = 1.2856
Dirac E1/dE: R 1.2779, R/10 1.2669, R/100 1.2659
exponent of R in dE at small R = 1.6236, 2 gamma = 1.6238
nonrelativistic E1/dE: R 1.00488, R/10 1.00047
nonrelativistic shift at R = 0.28280 hartree, (2/5)Z^4R^2 = 0.28669 hartree
sphere: q = -0.24168 at R, small-R formula 2.03986 hartree
Charged shell, E1/dE at Z R = 0.0003 and closed limit:
 Z=20: numerical 1.01216, limit 1.01197
 Z=40: numerical 1.05145, limit 1.05123
 Z=60: numerical 1.13068, limit 1.13039
 Z=80: numerical 1.28416, limit 1.28371
shell: coefficient of zeta^2 in E1/dE = 0.55000
shell: limiting excess reaches 10 % at Z = 53.8
shell: limiting excess reaches 20 % at Z = 70.8
```
